# The Simplified Tamm-Dancoff Scheme: Monopole Kernel, Configuration Selection, Cost and Error: verification in Python

```python
"""
Result under test: the simplified Tamm-Dancoff (sTDA) matrix
  A[ia,jb] = delta_ij delta_ab (e_a - e_i) + s sum_AB q_ia^A gK_AB q_jb^B
             - sum_AB q_ij^A gJ_AB q_ab^B,   s = 2 singlet, s = 0 triplet,
and its perturbative configuration selection.
i,j occupied; a,b virtual; A,B atoms; q Loewdin (transition) monopoles;
gK,gJ damped Coulomb interactions; ax Fock exchange fraction.
Atomic units inside, eV and angstrom in the output.
References: CIS with exact integrals, and TDA with the PBE0 kernel.
"""
import time
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import linear_sum_assignment
from pyscf import gto, scf, dft, ao2mo, tdscf

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
BASIS = "6-31g"
# published atomic hardness parameters of the method, hartree
HARDNESS = {"H": 0.47259288, "C": 0.42195412, "O": 0.58691863}


def exponents(ax):
    return 1.42 + 0.48 * ax, 0.20 + 1.83 * ax


def gamma_k(dist, eta, ax):
    al = exponents(ax)[0]
    return (dist**al + eta**(-al))**(-1 / al)


def gamma_j(dist, eta, ax):
    be = exponents(ax)[1]
    return (dist**be + (ax * eta)**(-be))**(-1 / be)


def rotate(vec, degrees):
    t = np.radians(degrees)
    return np.array([np.cos(t) * vec[0] - np.sin(t) * vec[1],
                     np.sin(t) * vec[0] + np.cos(t) * vec[1], 0.0])


def polyene(ncarbon):
    """Planar all-trans chain: C=C 1.34, C-C 1.46, C-H 1.09 angstrom."""
    carbons = [np.zeros(3)]
    for k in range(ncarbon - 1):
        step = rotate(np.array([1.0, 0, 0]), 30 if k % 2 == 0 else -30)
        carbons.append(carbons[-1] + (1.34 if k % 2 == 0 else 1.46) * step)
    atoms = [("C", c) for c in carbons]
    for k, c in enumerate(carbons):
        units = [(carbons[m] - c) / np.linalg.norm(carbons[m] - c)
                 for m in (k - 1, k + 1) if 0 <= m < ncarbon]
        if len(units) == 1:
            dirs = [rotate(units[0], 120), rotate(units[0], -120)]
        else:
            d = -(units[0] + units[1])
            dirs = [d / np.linalg.norm(d)]
        atoms += [("H", c + 1.09 * d) for d in dirs]
    return atoms


def formaldehyde():
    """Planar, C=O 1.21 and C-H 1.11 angstrom, all angles 120 degrees."""
    x = np.array([1.0, 0, 0])
    return [("C", 0 * x), ("O", 1.21 * x),
            ("H", 1.11 * rotate(x, 120)), ("H", 1.11 * rotate(x, -120))]


def ground_state(atoms, ax):
    mol = gto.M(atom=[(s, tuple(r)) for s, r in atoms], basis=BASIS,
                unit="Angstrom", verbose=0)
    if ax == 1.0:
        mf = scf.RHF(mol)
        mf.conv_tol = 1e-10
    else:
        mf = dft.RKS(mol)
        mf.xc = "pbe0"
        mf.grids.atom_grid = (35, 110)
        mf.conv_tol = 1e-9
    mf.chkfile = None
    mf.kernel()
    assert mf.converged
    return mol, mf


class STDA:
    def __init__(self, mol, mf, ax):
        self.ax = ax
        self.no = no = mol.nelectron // 2
        self.c = mf.mo_coeff
        self.nv = nv = self.c.shape[1] - no
        self.n = no * nv
        w, u = np.linalg.eigh(mol.intor("int1e_ovlp"))
        self.cl = (u * np.sqrt(w)) @ u.T @ self.c
        sl = mol.aoslice_by_atom()
        q = np.array([self.cl[p0:p1].T @ self.cl[p0:p1]
                      for p0, p1 in sl[:, 2:4]])
        self.q = q
        self.qoo = q[:, :no, :no]
        self.qvv = q[:, no:, no:]
        self.qov = q[:, :no, no:].reshape(len(q), -1)
        self.xyz = mol.atom_coords()
        dist = np.linalg.norm(self.xyz[:, None] - self.xyz[None], axis=2)
        eta = np.array([HARDNESS[mol.atom_symbol(k)]
                        for k in range(mol.natm)])
        self.eta = (eta[:, None] + eta[None]) / 2
        self.gk = gamma_k(dist, self.eta, ax)
        self.gj = gamma_j(dist, self.eta, ax)
        e = mf.mo_energy
        self.gap = (e[None, no:] - e[:no, None]).ravel()
        self.kq = self.gk @ self.qov
        self.jq = np.tensordot(self.gj, self.qvv, axes=1)
        self.hl = (no - 1) * nv          # HOMO -> LUMO configuration

    def full_jk(self):
        nat, no, nv = len(self.q), self.no, self.nv
        k = self.qov.T @ self.kq
        j = self.qoo.reshape(nat, -1).T @ self.jq.reshape(nat, -1)
        j = j.reshape(no, no, nv, nv).transpose(0, 2, 1, 3)
        return j.reshape(self.n, self.n), k

    def diagonal(self):
        qii = np.einsum("Aii->Ai", self.qoo)
        jaa = np.einsum("Aaa->Aa", self.jq)
        return (self.gap + 2 * np.einsum("An,An->n", self.qov, self.kq)
                - (qii.T @ jaa).ravel())

    def block(self, rows, cols):
        """Singlet matrix elements for chosen configurations only."""
        i, a = np.divmod(rows, self.nv)
        j, b = np.divmod(cols, self.nv)
        out = 2 * self.qov[:, rows].T @ self.kq[:, cols]
        for at in range(len(self.q)):
            out -= (self.qoo[at][i[:, None], j[None]]
                    * self.jq[at][a[:, None], b[None]])
        return out + self.gap[rows][:, None] * (rows[:, None] == cols[None])

    def select(self, ethr, tp):
        d = self.diagonal()
        prim = np.flatnonzero(d <= ethr)
        rest = np.flatnonzero(d > ethr)
        second = (self.block(prim, rest)**2
                  / (d[rest][None] - d[prim][:, None]))
        keep = second.sum(axis=0) > tp
        idx = np.concatenate([prim, rest[keep]])
        shift = second[:, ~keep].sum(axis=1)
        bare = self.block(idx, idx)
        dressed = bare.copy()
        p = np.arange(len(prim))
        dressed[p, p] -= shift
        return dict(prim=prim, rest=rest, idx=idx, bare=bare,
                    dressed=dressed, shift=shift, out=rest[~keep])


def exact_jk(mol, m):
    """Exact (ij|ab) and (ia|jb) over configurations, all in memory."""
    co, cv = m.c[:, :m.no], m.c[:, m.no:]
    no, nv = m.no, m.nv
    eri = mol.intor("int2e", aosym="s8")
    k = ao2mo.kernel(eri, (co, cv, co, cv), compact=False)
    j = ao2mo.kernel(eri, (co, co, cv, cv), compact=False)
    j = j.reshape(no, no, nv, nv).transpose(0, 2, 1, 3)
    return j.reshape(m.n, m.n), k.reshape(m.n, m.n)


def tracked(matrix, position):
    """Energy of the eigenstate with most weight on one configuration."""
    e, x = np.linalg.eigh(matrix)
    return e[np.argmax(x[position]**2)]


def strengths(mol, m, e, x):
    r = mol.intor("int1e_r")
    mu = np.array([(m.c[:, :m.no].T @ t @ m.c[:, m.no:]).ravel() for t in r])
    return 4 / 3 * e * np.sum((mu @ x)**2, axis=0), mu


print("hardness (eV): " + ", ".join(
    f"{s} {h * EV:.3f}" for s, h in HARDNESS.items()))
for ax in (0.25, 1.0):
    al, be = exponents(ax)
    print(f"ax {ax:.2f}: alpha {al:.4f}, beta {be:.4f} (dimensionless)")

# ---- limits of the interactions -----------------------------------------
eta_c = HARDNESS["C"]
for ax in (0.25, 1.0):
    be = exponents(ax)[1]
    far = 1e8 if ax < 1 else 1e3
    lead = (ax * eta_c * far)**(-be) / be
    assert abs((1 - far * gamma_j(far, eta_c, ax)) / lead - 1) < 1e-3
    assert abs(gamma_j(1e-12, eta_c, ax) / (ax * eta_c) - 1) < 1e-4
for r in (2.0, 5.0, 10.0, 50.0):
    v = [r / ANG * gamma_j(r / ANG, eta_c, ax) for ax in (0.25, 1.0)]
    print(f"C-C at {r:.0f} angstrom, R*gammaJ: "
          f"ax 0.25 {v[0]:.3f}, ax 1 {v[1]:.3f}")

# ---- model error against CIS and PBE0/TDA -------------------------------
systems = {"CH2O": formaldehyde(), "C2H4": polyene(2), "C4H6": polyene(4)}
store, errors = {}, {1.0: [], 0.25: []}
for name, atoms in systems.items():
    for ax in (1.0, 0.25):
        mol, mf = ground_state(atoms, ax)
        m = STDA(mol, mf, ax)
        assert np.allclose(m.q.sum(axis=0), np.eye(m.no + m.nv), atol=1e-8)
        jm, km = m.full_jk()
        a_model = np.diag(m.gap) + 2 * km - jm
        allc = np.arange(m.n)
        assert np.allclose(m.block(allc, allc), a_model, atol=1e-10)
        assert np.allclose(m.diagonal(), np.diag(a_model), atol=1e-10)
        data = dict(mol=mol, m=m, jm=jm, km=km, a=a_model)
        if ax == 1.0:
            jx, kx = exact_jk(mol, m)
            data.update(jx=jx, kx=kx)
            er, xr = np.linalg.eigh(np.diag(m.gap) + 2 * kx - jx)
        if ax < 1.0 or name == "CH2O":
            td = tdscf.TDA(mf)
            td.verbose, td.nstates = 0, 5
            t0 = time.perf_counter()
            td.kernel()
            data["t_ref"] = time.perf_counter() - t0
            et = np.asarray(td.e)
            xt = np.array([np.asarray(z[0]).ravel() for z in td.xy]).T
            xt = xt / np.linalg.norm(xt, axis=0)
            f_own = strengths(mol, m, et, xt)[0]
            assert np.allclose(f_own, td.oscillator_strength(), atol=1e-4)
            if ax == 1.0:   # exact-integral matrix against the other solver
                assert max(np.min(abs(er - z)) for z in et) < 1e-4
                assert abs(er[0] - et[0]) < 1e-4
            else:
                er, xr = et, xt
        es, xs = np.linalg.eigh(a_model)
        fr = strengths(mol, m, er, xr)[0]
        fs, data["mu"] = strengths(mol, m, es, xs)
        ov = (xr[:, :3].T @ xs)**2
        rows, cols = linear_sum_assignment(-ov)
        for k, c in zip(rows, cols):
            lab = "CIS" if ax == 1.0 else "PBE0"
            print(f"{name} {lab} S{k + 1}: ref {er[k] * EV:.3f}, sTDA "
                  f"{es[c] * EV:.3f} eV; overlap {ov[k, c]:.2f}; "
                  f"f {fr[k]:.3f}/{fs[c]:.3f}")
            if ov[k, c] > 0.5:
                errors[ax].append((es[c] - er[k]) * EV)
        if name == "C4H6" and ax == 0.25:
            kb = np.argmax(xr[m.hl]**2)
            ovb = (xr[:, kb] @ xs)**2
            cb = np.argmax(ovb)
            assert ovb[cb] > 0.7 and abs(es[cb] - er[kb]) * EV < 1.0
        store[name, ax] = data
for ax, lab in ((1.0, "CIS"), (0.25, "PBE0")):
    d = np.array(errors[ax])
    print(f"{lab}: mean error {d.mean():.3f}, mean |error| "
          f"{abs(d).mean():.3f} eV, {len(d)} states with overlap > 0.5")

# ---- which interaction causes the CIS error? ----------------------------
for name in ("CH2O", "C4H6"):
    s = store[name, 1.0]
    m, hl = s["m"], s["m"].hl
    print(f"{name} HOMO-LUMO, exact/model: K {s['kx'][hl, hl] * EV:.3f}/"
          f"{abs(s['km'][hl, hl]) * EV:.3f}, J {s['jx'][hl, hl] * EV:.3f}/"
          f"{s['jm'][hl, hl] * EV:.3f} eV")
    g = np.diag(m.gap)
    vals = [tracked(g + 2 * s[k] - s[j], hl) * EV for j, k in
            (("jx", "kx"), ("jm", "kx"), ("jx", "km"), ("jm", "km"))]
    print(f"{name} state (eV): exact {vals[0]:.3f}, model J {vals[1]:.3f}, "
          f"model K {vals[2]:.3f}, both {vals[3]:.3f}")

# ---- explicit four-index route and the sigma-pi theorem -----------------
s = store["CH2O", 1.0]
mol, m = s["mol"], s["m"]
labels = mol.ao_labels(fmt=None)
owner = np.array([lab[0] for lab in labels])
nao = len(owner)
cl, no = m.cl, m.no
for g, target, is_k in ((m.gk, s["km"], True), (m.gj, s["jm"], False)):
    eri = np.zeros((nao,) * 4)
    for p in range(nao):
        for r in range(nao):
            eri[p, p, r, r] = g[owner[p], owner[r]]
    t = eri
    for _ in range(4):                  # one index per pass, cyclic order
        t = np.tensordot(t, cl, axes=([0], [0]))
    if is_k:
        brute = t[:no, no:, :no, no:]
    else:
        brute = t[:no, :no, no:, no:].transpose(0, 2, 1, 3)
    assert np.allclose(brute.reshape(m.n, m.n), target, atol=1e-9)

odd_ao = np.array([lab[3] in ("z", "xz", "yz") for lab in labels])
is_pi = (cl[odd_ao]**2).sum(axis=0) > 0.5
mixed = (is_pi[:no, None] != is_pi[None, no:]).ravel()
assert mixed[m.hl]
assert np.max(abs(m.qov[:, mixed])) < 1e-6
sub = np.ix_(mixed, mixed)
sing = np.linalg.eigvalsh(s["a"][sub])
trip = np.linalg.eigvalsh((np.diag(m.gap) - s["jm"])[sub])
assert np.allclose(sing, trip, atol=1e-8)
g = np.diag(m.gap)
split_ref = (tracked(g + 2 * s["kx"] - s["jx"], m.hl)
             - tracked(g - s["jx"], m.hl)) * EV
split_model = (tracked(s["a"], m.hl) - tracked(g - s["jm"], m.hl)) * EV
assert split_ref > 0.05 and abs(split_model) < 1e-5
print(f"CH2O n-pi* singlet-triplet gap: CIS {split_ref:.3f}, "
      f"sTDA {abs(split_model):.3f} eV")

# ---- distant coupling is dipole-dipole ----------------------------------
s = store["C4H6", 0.25]
m, a_full = s["m"], s["a"]
qhl = m.qov[:, m.hl]
mu_mono = qhl @ m.xyz
sep = 300.0 / ANG
dist = np.linalg.norm(m.xyz[:, None] - m.xyz[None]
                      - np.array([0, 0, sep]), axis=2)
coupling = qhl @ gamma_k(dist, m.eta, m.ax) @ qhl
assert abs(coupling / (mu_mono @ mu_mono / sep**3) - 1) < 5e-3
print(f"C4H6 PBE0 HOMO-LUMO dipole: monopoles "
      f"{np.linalg.norm(mu_mono) * ANG:.3f}, exact "
      f"{np.linalg.norm(s['mu'][:, m.hl]) * ANG:.3f} e*angstrom")

# ---- configuration selection --------------------------------------------
ethr = 10.0 / EV
e_full = np.linalg.eigvalsh(a_full)
ref = tracked(a_full, m.hl)
print(f"C4H6 PBE0 selection: threshold {ethr * EV:.1f} eV, "
      f"{m.n} configurations, full sTDA {ref * EV:.4f} eV")
previous = None
for tp in (1e-3, 1e-4, 1e-5, 1e-6):
    r = m.select(ethr, tp)
    pos = np.flatnonzero(r["idx"] == m.hl)[0]
    low = np.linalg.eigvalsh(r["bare"])[:5]
    assert np.all(low >= e_full[:5] - 1e-9)        # interlacing
    if previous is not None:
        assert np.all(low <= previous + 1e-9)      # nested subspaces
    previous = low
    bare = (tracked(r["bare"], pos) - ref) * EV
    dressed = (tracked(r["dressed"], pos) - ref) * EV
    print(f"t_p {tp * EV:.2e} eV: P {len(r['prim'])}, "
          f"S {len(r['idx']) - len(r['prim'])}; error bare {bare:.4f}, "
          f"shifted {dressed:.4f} eV")
    if tp == 1e-4:
        chosen = r
        assert abs(dressed) < 0.2
assert abs(bare) < 0.05
everything = m.select(ethr, -1.0)
assert np.allclose(np.linalg.eigvalsh(everything["dressed"]), e_full,
                   atol=1e-9)

# exact partitioning returns the full eigenvalue at its own energy
idx, out = chosen["idx"], chosen["out"]
cpl = a_full[np.ix_(idx, out)]
fold = a_full[np.ix_(idx, idx)] + cpl @ np.linalg.solve(
    ref * np.eye(len(out)) - a_full[np.ix_(out, out)], cpl.T)
assert np.min(abs(np.linalg.eigvalsh(fold) - ref)) < 1e-8

# second-order sum against finite differences in the coupling strength
probe = np.concatenate([[m.hl], chosen["rest"]])
h = a_full[np.ix_(probe, probe)]
h0 = np.diag(np.diag(h))
lam = 0.02
ep, em = [np.linalg.eigvalsh(h0 + z * (h - h0))[0] for z in (lam, -lam)]
numeric = (ep + em - 2 * h[0, 0]) / (2 * lam**2)
formula = -np.sum(h[0, 1:]**2 / (np.diag(h)[1:] - h[0, 0]))
assert abs(numeric / formula - 1) < 0.01
print(f"largest diagonal shift at t_p {1e-4 * EV:.2e} eV: "
      f"{chosen['shift'].max() * EV:.4f} eV")

# ---- measured cost -------------------------------------------------------
mol, mf_like = s["mol"], type("Orbitals", (), {})()
mf_like.mo_coeff = m.c
e_orb = np.zeros(m.no + m.nv)            # energies relative to the HOMO
gaps = m.gap.reshape(m.no, m.nv)
e_orb[m.no:] = gaps[-1]
e_orb[:m.no] = gaps[-1, 0] - gaps[:, 0]
mf_like.mo_energy = e_orb
t0 = time.perf_counter()
fresh = STDA(mol, mf_like, 0.25)
r = fresh.select(ethr, 1e-4)
np.linalg.eigh(r["dressed"])
t_model = time.perf_counter() - t0
assert t_model < s["t_ref"]
print(f"C4H6 PBE0 time after SCF: sTDA {t_model:.4f} s (all selected roots),"
      f" TDA {s['t_ref']:.2f} s (5 roots)")
print(f"C4H6 storage: monopoles {m.q.nbytes / 1e6:.3f} MB, "
      f"full matrix {a_full.nbytes / 1e6:.2f} MB")

# ---- growth with chain length -------------------------------------------
counts = []
for nc in (4, 6):
    if nc == 4:
        mol, m = store["C4H6", 1.0]["mol"], store["C4H6", 1.0]["m"]
    else:
        mol, mf = ground_state(polyene(nc), 1.0)
        m = STDA(mol, mf, 1.0)
    r = m.select(ethr, 1e-4)
    pos = np.flatnonzero(r["idx"] == m.hl)[0]
    jm, km = m.full_jk()
    e, x = eigh(np.diag(m.gap) + 2 * km - jm, subset_by_index=[0, 11])
    best = np.argmax(x[m.hl]**2)
    assert x[m.hl, best]**2 > 0.3
    err = (tracked(r["dressed"], pos) - e[best]) * EV
    assert abs(err) < 0.2
    npr, nsel = len(r["prim"]), len(r["idx"])
    work = (npr * len(r["rest"]) + nsel**2) / m.n**2
    counts.append((mol.nao, m.n, npr, nsel))
    print(f"C{nc}H{nc + 2} HF: AO {mol.nao}, all {m.n}, P {npr}, "
          f"P+S {nsel}, elements {100 * work:.1f} %, error {err:.4f} eV")
lc = np.log(np.array(counts, dtype=float))
slope = (lc[1] - lc[0]) / (lc[1, 0] - lc[0, 0])
print(f"growth exponents in AO number, C4 to C6: all {slope[1]:.2f}, "
      f"P {slope[2]:.2f}, P+S {slope[3]:.2f}")

print("ALL CHECKS PASSED")
```

It prints:

```
hardness (eV): H 12.860, C 11.482, O 15.971
ax 0.25: alpha 1.5400, beta 0.6575 (dimensionless)
ax 1.00: alpha 1.9000, beta 2.0300 (dimensionless)
C-C at 2 angstrom, R*gammaJ: ax 0.25 0.205, ax 1 0.851
C-C at 5 angstrom, R*gammaJ: ax 0.25 0.348, ax 1 0.972
C-C at 10 angstrom, R*gammaJ: ax 0.25 0.473, ax 1 0.993
C-C at 50 angstrom, R*gammaJ: ax 0.25 0.739, ax 1 1.000
CH2O CIS S1: ref 4.278, sTDA 4.641 eV; overlap 0.99; f 0.000/0.000
CH2O CIS S2: ref 9.325, sTDA 9.698 eV; overlap 0.97; f 0.003/0.008
CH2O CIS S3: ref 10.239, sTDA 10.029 eV; overlap 0.96; f 0.248/0.269
CH2O PBE0 S1: ref 3.890, sTDA 3.940 eV; overlap 1.00; f 0.000/0.000
CH2O PBE0 S2: ref 9.065, sTDA 8.702 eV; overlap 0.99; f 0.004/0.010
CH2O PBE0 S3: ref 9.322, sTDA 9.220 eV; overlap 0.99; f 0.203/0.196
C2H4 CIS S1: ref 8.632, sTDA 8.184 eV; overlap 0.97; f 0.651/0.594
C2H4 CIS S2: ref 9.551, sTDA 9.862 eV; overlap 0.94; f 0.000/0.000
C2H4 CIS S3: ref 9.977, sTDA 8.688 eV; overlap 0.99; f 0.000/0.003
C2H4 PBE0 S1: ref 8.547, sTDA 8.647 eV; overlap 0.99; f 0.000/0.000
C2H4 PBE0 S2: ref 9.194, sTDA 9.140 eV; overlap 0.97; f 0.600/0.613
C2H4 PBE0 S3: ref 9.430, sTDA 9.167 eV; overlap 0.99; f 0.000/0.004
C4H6 CIS S1: ref 6.901, sTDA 6.812 eV; overlap 0.98; f 1.200/1.204
C4H6 CIS S2: ref 8.986, sTDA 9.636 eV; overlap 0.75; f 0.001/0.002
C4H6 CIS S3: ref 9.159, sTDA 8.585 eV; overlap 0.68; f 0.000/0.000
C4H6 PBE0 S1: ref 6.825, sTDA 6.705 eV; overlap 0.98; f 1.036/1.050
C4H6 PBE0 S2: ref 7.428, sTDA 7.430 eV; overlap 1.00; f 0.000/0.000
C4H6 PBE0 S3: ref 7.678, sTDA 7.735 eV; overlap 0.99; f 0.000/0.000
CIS: mean error -0.102, mean |error| 0.478 eV, 9 states with overlap > 0.5
PBE0: mean error -0.077, mean |error| 0.124 eV, 9 states with overlap > 0.5
CH2O HOMO-LUMO, exact/model: K 0.364/0.000, J 11.373/10.623 eV
CH2O state (eV): exact 4.278, model J 5.370, model K 3.464, both 4.641
C4H6 HOMO-LUMO, exact/model: K 2.068/1.367, J 8.304/7.373 eV
C4H6 state (eV): exact 6.901, model J 7.718, model K 5.536, both 6.812
CH2O n-pi* singlet-triplet gap: CIS 0.815, sTDA 0.000 eV
C4H6 PBE0 HOMO-LUMO dipole: monopoles 1.079, exact 1.129 e*angstrom
C4H6 PBE0 selection: threshold 10.0 eV, 495 configurations, full sTDA 6.7049 eV
t_p 2.72e-02 eV: P 9, S 21; error bare 0.2281, shifted -0.1547 eV
t_p 2.72e-03 eV: P 9, S 110; error bare 0.0282, shifted -0.0240 eV
t_p 2.72e-04 eV: P 9, S 215; error bare 0.0023, shifted -0.0007 eV
t_p 2.72e-05 eV: P 9, S 298; error bare 0.0003, shifted -0.0001 eV
largest diagonal shift at t_p 2.72e-03 eV: 0.0552 eV
C4H6 PBE0 time after SCF: sTDA 0.0114 s (all selected roots), TDA 14.53 s (5 roots)
C4H6 storage: monopoles 0.184 MB, full matrix 1.96 MB
C4H6 HF: AO 48, all 495, P 6, P+S 104, elements 5.6 %, error -0.0024 eV
C6H8 HF: AO 70, all 1056, P 7, P+S 165, elements 3.1 %, error 0.0106 eV
growth exponents in AO number, C4 to C6: all 2.01, P 0.41, P+S 1.22
ALL CHECKS PASSED
```
